# Orientation of Neutral 60 Degree S-Walls in an Orthorhombic Perovskite

When a calculation cell is built around a single flat 60 degree domain wall, the plane of the wall has to be chosen first, because it fixes the orientation of the cell. The plane (101) is a tempting choice for domains polarized along [110] and [011]: it has small indices and carries no bound charge. In general it is nevertheless wrong for stress-free domains, since the two domains do not fit together on it, and the cell then contains a strain energy that grows with its thickness. The plane to use has the normal

$$
\mathbf n\propto(1,r,1),\qquad r=\frac{2e_{12}}{e_{11}-e_{33}},
$$

where $e_{ij}$ is the spontaneous strain of the [110] domain. This is the S-wall. Its orientation depends on the ratios of strain components through the single combination $r$, and not on the overall size of the strain.

## Conventions and assumptions

All components refer to the axes of the cubic parent phase. Shear strains are tensor components, so the engineering shear is $2e_{12}$. The polarizations are

$$
\mathbf P^{(1)}=\frac{P}{\sqrt2}(1,1,0),\qquad
\mathbf P^{(2)}=\frac{P}{\sqrt2}(0,1,1).
$$

Their scalar product is $P^2/2$, so the angle between them is 60 degrees before any domain rotation. In domain 1 the axes 1 and 2 are equivalent and axis 3 is distinct. Exchanging axes 1 and 3 gives domain 2:

$$
e^{(1)}=\begin{pmatrix}e_{11}&e_{12}&0\\e_{12}&e_{11}&0\\0&0&e_{33}\end{pmatrix},\quad
e^{(2)}=\begin{pmatrix}e_{33}&0&0\\0&e_{11}&e_{12}\\0&e_{12}&e_{11}\end{pmatrix}.
$$

The wall is flat, the domains are uniform and free of stress, and no free charge screens the wall. The energy of the wall itself is neglected at first. Strains are small until the section on finite strain.

## When two domains fit together

Let $H^{(1)}$ and $H^{(2)}$ be the constant displacement gradients. Displacement is continuous if $(H^{(1)}-H^{(2)})\mathbf x=0$ for every $\mathbf x$ in the wall, that is, for $\mathbf n\cdot\mathbf x=0$. The difference can then act only on the component of a vector along the unit normal:

$$
H^{(1)}-H^{(2)}=\mathbf a\otimes\mathbf n .
$$

Its symmetric part is the strain difference,

$$
D=e^{(1)}-e^{(2)}=\tfrac12(\mathbf a\otimes\mathbf n+\mathbf n\otimes\mathbf a),
$$

and therefore $\mathbf x\cdot D\mathbf x=(\mathbf a\cdot\mathbf x)(\mathbf n\cdot\mathbf x)=0$ in the wall.

This condition is also sufficient. Suppose $\mathbf x\cdot D\mathbf x=0$ for all $\mathbf x$ in the wall. Applying it to $\mathbf x$, $\mathbf y$ and $\mathbf x+\mathbf y$ gives $\mathbf x\cdot D\mathbf y=0$ for every two in-plane vectors. Only components of $D$ with at least one index along $\mathbf n$ survive, and these are reproduced by

$$
\mathbf a=2D\mathbf n-(\mathbf n\cdot D\mathbf n)\,\mathbf n .
$$

The antisymmetric part of $\mathbf a\otimes\mathbf n$ is supplied by a relative rotation of the domains, which costs no elastic energy.

## The two compatible planes

With $s=e_{11}-e_{33}$ and $d=e_{12}$, subtraction gives

$$
D=\begin{pmatrix}s&d&0\\d&0&-d\\0&-d&-s\end{pmatrix}.
$$

Each off-diagonal element appears twice in the quadratic form, so

$$
\begin{aligned}
\mathbf x\cdot D\mathbf x&=sx_1^2+2dx_1x_2-2dx_2x_3-sx_3^2\\
&=s(x_1-x_3)(x_1+x_3)+2dx_2(x_1-x_3)\\
&=(x_1-x_3)\,[\,s(x_1+x_3)+2dx_2\,].
\end{aligned}
$$

The form vanishes on two planes, one for each factor. A wall plane must lie in their union and so must be one of them. The normals are

$$
\mathbf A=(1,0,-1),\qquad \mathbf B=(s,2d,s).
$$

The first is fixed by symmetry. The second is proportional to $(1,r,1)$ with $r=2d/s$.

Symmetry imposes no relation between $s$ and $d$, so $r$ can vary continuously with material, temperature and composition. At a given temperature and composition it is rational only by accident. In this sense the plane is irrational, although any value of $r$ rounded to a finite number of decimals is rational.

If $d=0$ and $s\ne0$, the second normal is (101). If $s=0$ and $d\ne0$, it is (010), and the form with $\mathbf B$ should be used in code because $r$ diverges. If both vanish, the strains are equal and elasticity selects no plane.

## Which plane is neutral

For $\mathbf n$ pointing from domain 1 to domain 2, the bound surface charge is

$$
\sigma=\mathbf n\cdot(\mathbf P^{(1)}-\mathbf P^{(2)}),\qquad
\mathbf P^{(1)}-\mathbf P^{(2)}=\frac{P}{\sqrt2}(1,0,-1).
$$

Gaussian and SI units differ in the field that this charge produces, but not in the condition $\sigma=0$. On the plane $\mathbf A$ the unit normal is $(1,0,-1)/\sqrt2$, and $\sigma=P$. On the plane $\mathbf B$ the charge is proportional to $s-s=0$. The S-wall is thus the one plane that is both compatible and neutral.

Neutrality does not mean that the polarization lies in the wall. Its normal component is continuous and equals

$$
P_n=\frac{P}{\sqrt2}(1,1,0)\cdot\frac{(1,r,1)}{\sqrt{2+r^2}}
=\frac{P(1+r)}{\sqrt{2(2+r^2)}} .
$$

It vanishes at $r=-1$, where both polarizations are parallel to the wall.

Reversing $\mathbf P^{(2)}$ turns the pair into a 120 degree pair. Strain is even in polarization, so the compatible planes stay the same, but the polarization difference becomes $(P/\sqrt2)(1,2,1)$. Now $\mathbf A$ is neutral, and $\mathbf B$ carries a charge of size $2|P_n|$. The neutral 120 degree wall is therefore a fixed {110} plane. In the special case $r=-1$ both planes are neutral.

For code that treats all domains, let $\mathbf p$ and $\mathbf q$ be two polar directions with entries $0,\pm1$ and $\mathbf p\cdot\mathbf q=1$. They share one nonzero component. Let $\mathbf c$ be the vector that keeps this component of $\mathbf p$ and is zero elsewhere. Then

$$
\mathbf n\propto s(\mathbf p+\mathbf q-2\mathbf c)+2d\,\mathbf c .
$$

For [110] and [011], $\mathbf c=(0,1,0)$ and the formula returns $\mathbf B$. Permutations and sign changes of the cubic axes carry this pair into every other 60 degree pair, and the formula transforms with them.

## Why elasticity fixes the angle

Electrostatics alone leaves a choice, since every plane that contains $[1\,0\,\bar1]$ is neutral. To see what separates these planes, define the unit vectors $\mathbf u=\mathbf A/|\mathbf A|$ and $\mathbf n_S=\mathbf B/|\mathbf B|$. The factorized form means $D=\frac12(\mathbf A\otimes\mathbf B+\mathbf B\otimes\mathbf A)$. Since $|\mathbf A|=\sqrt2$ and $|\mathbf B|=\sqrt{2s^2+4d^2}$,

$$
D=g(\mathbf u\otimes\mathbf n_S+\mathbf n_S\otimes\mathbf u),\qquad g=\sqrt{s^2+2d^2}.
$$

Let $\mathbf w=\mathbf n_S\times\mathbf u$. A neutral plane whose normal is turned by $\delta$ from $\mathbf n_S$ toward $\mathbf w$ has the normal $\cos\delta\,\mathbf n_S+\sin\delta\,\mathbf w$ and contains $\mathbf u$ and $\mathbf v=-\sin\delta\,\mathbf n_S+\cos\delta\,\mathbf w$. The in-plane strain differences are

$$
\mathbf u\cdot D\mathbf u=0,\quad \mathbf v\cdot D\mathbf v=0,\quad
\mathbf u\cdot D\mathbf v=-g\sin\delta .
$$

The sole misfit is a shear of size $m=g|\sin\delta|$.

Consider one wall between two layers of equal thickness, with free outer surfaces and the same isotropic shear modulus $G$. The layers are kept flat and uniformly strained, so relaxation by bending or twisting is excluded. The in-plane elastic shears $\eta_1$ and $\eta_2$ must differ by $m$ in size. All other elastic strains can relax to zero. The tensor shear appears twice in $G\varepsilon_{ij}\varepsilon_{ij}$, so each layer stores $2G\eta_i^2$ and the mean energy density is $G(\eta_1^2+\eta_2^2)$. At fixed difference the minimum has $\eta_1=-\eta_2$, each of size $m/2$:

$$
w(\delta)=\tfrac12Gm^2=\tfrac12Gg^2\sin^2\delta .
$$

For total layer thickness $T$ the cost per wall area is $Tw$. It grows with $T$, whereas the wall energy does not. This is why the stress-free orientation governs thick domains.

To estimate the neglected term, let the wall energy per area vary as $k\delta$ near the S-wall. Minimizing $k\delta+\frac12Gg^2T\delta^2$ gives

$$
\delta=-\frac{k}{Gg^2T}.
$$

Elastic anisotropy would change the stiffness in this estimate. It would not move the stress-free plane, where the elastic energy is zero for any stable crystal.

## The rotation to build into the cell

At the S-wall, comparison of the two expressions for $D$ gives $\mathbf a=2g\mathbf u$. As $\mathbf u$ is perpendicular to $\mathbf n_S$, the domains differ by a simple shear of amplitude $2g$. The antisymmetric part acts on a vector as

$$
g[\mathbf u(\mathbf n_S\cdot\mathbf x)-\mathbf n_S(\mathbf u\cdot\mathbf x)]
=g(\mathbf n_S\times\mathbf u)\times\mathbf x .
$$

Domain 1 is therefore rotated relative to domain 2 by the small angle $g$ about $\mathbf w$. A symmetric starting structure gives domain 1 the rotation $+g/2$ and domain 2 the rotation $-g/2$. If both domains are instead held unrotated, they do not join, although their strains are compatible.

## Finite strain and lattice parameters

Write the deformation of each domain as $F=RU$, with rotation $R$ and symmetric stretch $U$. Vectors in the wall must have the same image from both sides. Their lengths must then agree:

$$
\mathbf x\cdot(C^{(1)}-C^{(2)})\mathbf x=0,\qquad C=F^{T}F=U^2 .
$$

Conversely, if all in-plane lengths agree, so do the angles, and a rotation brings the two images together. The tensor $C$ has the same pattern of elements as the strain, so the factorization holds again with $s\to C_{11}-C_{33}$ and $d\to C_{12}$.

These elements follow from the orthorhombic edges: $L_p$ along the polar axis, $L_t$ along $[1\bar10]$ and $L_c$ along [001], where $L_p$ and $L_t$ are face diagonals of the pseudo-cubic cell. If its two equal edges have length $L$ and enclose the angle $\beta$, then

$$
L_p^2=2L^2(1+\cos\beta),\qquad L_t^2=2L^2(1-\cos\beta).
$$

The sum and the difference give $L^2=(L_p^2+L_t^2)/4$ and $L^2\cos\beta=(L_p^2-L_t^2)/4$. Up to the common square of the cubic reference edge, $C_{11}=L^2$, $C_{12}=L^2\cos\beta$ and $C_{33}=L_c^2$. Hence

$$
r=\frac{2C_{12}}{C_{11}-C_{33}}
=\frac{2(L_p^2-L_t^2)}{L_p^2+L_t^2-4L_c^2}.
$$

The reference edge has cancelled, so no extrapolated cubic lattice parameter is needed. The numbers $(1,r,1)$ are plane indices in the pseudo-cubic lattice. The normal in the deformed crystal is along $F^{-T}\mathbf n$.

Neutrality survives as well. The area vector of the wall, $\det F\,F^{-T}\mathbf n$, is the same from both sides because the in-plane images agree. The domains have equal volume, so $F^{-T}\mathbf n$ is also the same. The polarization turns with its domain and becomes $R\mathbf P$. It lies along a principal axis of $U$ with stretch $\lambda$, and therefore

$$
(F^{-T}\mathbf n)\cdot R\mathbf P=\mathbf n\cdot U^{-1}\mathbf P=\mathbf n\cdot\mathbf P/\lambda .
$$

As $\lambda$ is equal in both domains, the difference is proportional to $\mathbf n\cdot(\mathbf P^{(1)}-\mathbf P^{(2)})=0$.

## Strain from electrostriction

At lowest order in the polarization components $P_i$ of one domain,

$$
e_{11}=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\qquad 2e_{12}=Q_{44}P_1P_2 ,
$$

with the other components following by permutation. For $P_1=P_2=P/\sqrt2$ and $P_3=0$,

$$
e_{11}=\frac{Q_{11}+Q_{12}}2P^2,\quad e_{33}=Q_{12}P^2,\quad e_{12}=\frac{Q_{44}}4P^2 .
$$

Thus $s=(Q_{11}-Q_{12})P^2/2$, $2d=Q_{44}P^2/2$, and

$$
r=\frac{Q_{44}}{Q_{11}-Q_{12}} .
$$

The factor $P^2$ cancels. In this approximation, temperature turns the wall through the coefficients and not through the size of the polarization. For round model values $Q_{11}=0.12$, $Q_{12}=-0.05$ and $Q_{44}=0.05$ m$^4$/C$^2$, $r=0.05/0.17=0.29$.

Isotropic electrostriction is a useful limit. There $e_{ij}=Q_{12}P^2\delta_{ij}+(Q_{11}-Q_{12})P_iP_j$, so $Q_{44}=2(Q_{11}-Q_{12})$ and $r=2$. The normal (1,2,1) lies along $\mathbf P^{(1)}+\mathbf P^{(2)}$, because the quadratic form is then proportional to $(\mathbf x\cdot\mathbf P^{(1)})^2-(\mathbf x\cdot\mathbf P^{(2)})^2$, whose factors have the normals $\mathbf P^{(1)}-\mathbf P^{(2)}$ and $\mathbf P^{(1)}+\mathbf P^{(2)}$. A departure from $r=2$ thus measures cubic anisotropy within this model.

## Example with rough potassium niobate values

Take $L_p=0.5720$, $L_t=0.5695$ and $L_c=0.3970$ nm. These are model inputs of the size expected for the orthorhombic phase near room temperature, not measured data. Then

$$
r=\frac{2(0.5720^2-0.5695^2)}{0.5720^2+0.5695^2-4(0.3970)^2}=0.271 .
$$

The unit normal is (0.69, 0.19, 0.69). Its angle from the normal of (101) is $\arctan(r/\sqrt2)=10.8^\circ$.

For the small-strain formula, choose a cubic cell of equal volume, with edge $a_0=(L_pL_tL_c/2)^{1/3}=0.4014$ nm. The stretches along the polar and transverse axes are $L_p/(\sqrt2a_0)$ and $L_t/(\sqrt2a_0)$. Half their sum, minus one, is $e_{11}$, and half their difference is $e_{12}$:

$$
\begin{aligned}
e_{11}&=\frac{L_p+L_t}{2\sqrt2\,a_0}-1=0.0055,\\
e_{12}&=\frac{L_p-L_t}{2\sqrt2\,a_0}=0.0022,\\
e_{33}&=\frac{L_c}{a_0}-1=-0.0109 .
\end{aligned}
$$

Hence $s=0.0164$, $g=0.0167$ and $r=0.269$, which is less than 1% below the finite-strain value. The shear across the wall is $2g=0.033$ and the relative rotation is $0.96^\circ$. This rotation opens the angle between the polarizations from 60 to 60.7 degrees.

With a rough polarization of 40 µC/cm$^2$, the normal component at the S-wall is 25 µC/cm$^2$ on both sides. The rejected plane $(1\,0\,\bar1)$ would carry 40 µC/cm$^2$. Turning the S-wall by one degree toward that plane, out of the neutral family, produces $40\sin1^\circ=0.70$ µC/cm$^2$.

A wall forced onto (101) has the misfit $m=g\sin10.75^\circ=0.0031$, where the small-strain angle is used. It stays neutral between layers of equal thickness, which are then mirror images under exchange of axes 1 and 3. For unequal layers the piezoelectric response to the misfit strain leaves a small bound charge. For an estimated $G=80$ GPa the stored density is $Gm^2/2=0.39$ MJ/m$^3$. If a periodic cell needs small indices, (4 1 4) is the nearest plane of the form $(h\,k\,h)$ with indices up to 4. It lies $0.8^\circ$ from the S-wall, so its misfit is less than a tenth of that on (101). Both statements hold for these edges only. Beyond $11.6^\circ$ from (101), that is for $r$ above about 0.29, the plane (3 1 3) is nearer. The electrostriction model value $0.05/0.17$ and three of the six entries in the table below lie on that side. Geometrically, the S-wall moves by one (101) lattice layer for every $1/r=3.7$ cells along [010], on average. Whether the wall really forms such steps is a question for an atomistic calculation.

The lattice parameters limit the accuracy far more than the small-strain approximation does. Changing one edge by 0.0005 nm while holding the other two fixed gives these angles from (101):

| Edge changed | Decreased | Increased |
|---|---:|---:|
| $L_p$ | 8.9° | 12.6° |
| $L_t$ | 13.3° | 8.5° |
| $L_c$ | 10.1° | 11.7° |

The numerator of $r$ contains the small difference $L_p-L_t=0.0025$ nm, and a change of 0.0005 nm is one fifth of it. A calculation should therefore use the edges computed with its own energy functional or potential, at its own temperature. Measured edges that give a different $r$ would select the wrong plane and so build a misfit between the domains into the cell. If they differ from the computed edges only by a common factor, the plane is unchanged, but keeping them fixed strains both domains.

For the wall-energy correction, assume a slope $k=10$ mJ/m$^2$ per radian. With $T=1000$ nm the shift has the size

$$
\frac{0.010}{(80\times10^9)(0.01669)^2(10^{-6})}\ \text{rad}=0.026^\circ .
$$

At $T=20$ nm it is $1.3^\circ$. The slope is an assumed value, so these numbers show the scale and the $1/T$ dependence, not a property of the material.

The edges, polarization and modulus are of the size expected for potassium niobate, but a real crystal is elastically anisotropic and its edges change with temperature and composition. The table gives the scale of the effect of changed edges in stress-free domains: changes of about 0.1% can turn the wall by roughly two degrees. A film on a substrate breaks the assumption of stress-free domains, and the table does not describe it. Clamping may make the two domains inequivalent, and then the pattern of $D$ used here fails and compatibility must be solved anew. Mobile charge that screens the wall replaces the electrostatic penalty by the cost of supplying the carriers. For 40 µC/cm$^2$, or $2.5\times10^{14}$ charges per cm$^2$, this cost is of order 1 J/m$^2$ if they are excited across a gap of about 3 eV. The plane $(1\,0\,\bar1)$ can compete when dopants or defects supply the charge more cheaply.
